**Bound and one-pole rule for mixed dispersion coefficients**

For two isotropic ground-state species A and B without retardation, the program tests \(C_{AB}\le\sqrt{C_{AA}C_{BB}}\) and the one-pole rule \(C_{AB}=2\alpha_A\alpha_BC_{AA}C_{BB}/(\alpha_A^2C_{BB}+\alpha_B^2C_{AA})\). Here \(-C_{AB}/R^6\) is the leading dispersion energy at distance \(R\), and \(\alpha_A,\alpha_B\) are static polarizabilities. It asserts that quadrature over imaginary frequency agrees with the perturbation sum over excitations, and that both agree with the zero-point energy of coupled bound charges found by diagonalization. The largest relative mismatch with the diagonalization, at 20 Å, is \(5\times10^{-6}\). The bound is asserted for six mixed pairs of model species and for 2000 random pairs, and equality is asserted for proportional responses. The rule is asserted to reproduce the integral for a pair with one transition each, and to err in opposite directions for very low and very high partner frequencies. In the six model pairs its error runs from −8.2% to +0.8%, while the geometric mean is too high by 3.5% to 107%.

## Check in Python

```python
"""
Result under test, for isotropic ground-state species without retardation:
  C_AB = (3/pi) int_0^inf alpha_A(iu) alpha_B(iu) du <= sqrt(C_AA C_BB),
and, if each response has a single pole,
  C_AB = 2 a_A a_B C_AA C_BB / (a_A^2 C_BB + a_B^2 C_AA).
alpha(iu) = sum_n f_n/(w_n^2+u^2): polarizability at imaginary frequency,
w_n: transition energies, f_n: oscillator strengths, a_A, a_B: static values,
C_AB: dispersion coefficient in E = -C_AB/R^6.
The algebra is in atomic units; printed values are in eV and angstrom.
"""
import itertools
import numpy as np
from scipy import constants as const

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
C6_UNIT = HARTREE * BOHR**6

# Gauss-Legendre nodes mapped to the half line by u = scale * tan(theta)
nodes, weights = np.polynomial.legendre.leggauss(240)
theta = (nodes + 1) * np.pi / 4
scale = 10 / HARTREE
U = scale * np.tan(theta)
DU = weights * np.pi / 4 * scale / np.cos(theta)**2


def species(energies_ev, strengths):
    return np.array(energies_ev, float) / HARTREE, np.array(strengths, float)


def response(s, u):
    w, f = s
    return np.sum(f / (w**2 + np.atleast_1d(u)[:, None]**2), axis=1)


def static(s):
    return response(s, 0.0)[0]


def c6_integral(s, t):
    return 3 / np.pi * np.sum(DU * response(s, U) * response(t, U))


def c6_sum(s, t):
    """Second-order perturbation sum over pairs of excitations."""
    w, f = s[0][:, None], s[1][:, None]
    v, g = t[0][None, :], t[1][None, :]
    return 1.5 * np.sum(f * g / (w * v * (w + v)))


def one_pole_rule(a, b, caa, cbb):
    return 2 * a * b * caa * cbb / (a**2 * cbb + b**2 * caa)


def pair_energy(s, t, distance):
    """Zero-point energy shift of coupled bound charges, by diagonalization."""
    w = np.concatenate([s[0], t[0]])
    n = len(s[0])
    shift = 0.0
    for factor in (1, 1, -2):
        k = np.diag(w**2)
        block = factor * np.sqrt(np.outer(s[1], t[1])) / distance**3
        k[:n, n:] = block
        k[n:, :n] = block.T
        shift += 0.5 * (np.sum(np.sqrt(np.linalg.eigvalsh(k))) - np.sum(w))
    return shift


models = {
    "A": species([10, 25], [1, 3]),
    "B": species([20, 60], [1, 5]),
    "C": species([3, 30], [1, 4]),
    "D": species([2], [1]),
}

print("Model species: transition energies (eV), oscillator strengths")
for name, s in models.items():
    poles = ", ".join(f"{w*HARTREE:.0f} eV (f={f:.0f})" for w, f in zip(*s))
    print(f"  {name}: {poles}")

print("Static polarizability volume, like-pair C6, effective energy")
alpha, like = {}, {}
for name, s in models.items():
    alpha[name] = static(s)
    like[name] = c6_integral(s, s)
    assert np.isclose(like[name], c6_sum(s, s), rtol=1e-10)
    w_eff = 4 * like[name] / (3 * alpha[name]**2)
    print(f"  {name}: {alpha[name]*BOHR**3:.4f} A^3, "
          f"{like[name]*C6_UNIT:.4f} eV A^6, {w_eff*HARTREE:.3f} eV")

R = 20 / BOHR
print(f"Separation in the diagonalization check: {R*BOHR:.0f} A")
print("Mixed pairs, C6 in eV A^6; deviations from the integral in %")
rule_errors = []
largest_mismatch = 0.0
for p, q in itertools.combinations(models, 2):
    s, t = models[p], models[q]
    c = c6_integral(s, t)
    assert np.isclose(c, c6_sum(s, t), rtol=1e-10)
    # tolerance covers higher orders in 1/R^3 and rounding of the energy
    c_diag = -pair_energy(s, t, R) * R**6
    mismatch = abs(c_diag / c - 1)
    largest_mismatch = max(largest_mismatch, mismatch)
    assert mismatch < 1e-4
    mean = np.sqrt(like[p] * like[q])
    rule = one_pole_rule(alpha[p], alpha[q], like[p], like[q])
    assert c < mean and rule < mean
    # minimum over x of the squared-difference integral, by quadrature
    x = c / like[q]
    square = 3 / np.pi * np.sum(DU * (response(s, U) - x*response(t, U))**2)
    gap = c6_sum(s, s) - c6_sum(s, t)**2 / c6_sum(t, t)
    assert square > 0 and np.isclose(square, gap, rtol=1e-7)
    e_mean, e_rule = 100 * (mean / c - 1), 100 * (rule / c - 1)
    assert abs(e_rule) < abs(e_mean)
    rule_errors.append(e_rule)
    print(f"  {p}{q}: integral {c*C6_UNIT:.4f}, "
          f"geometric mean {mean*C6_UNIT:.4f} ({e_mean:+.2f}%), "
          f"rule {rule*C6_UNIT:.4f} ({e_rule:+.2f}%)")
assert min(rule_errors) < 0 < max(rule_errors)
print(f"Largest relative mismatch, diagonalization: {largest_mismatch:.1e}")

# Pair BC written out in the units of the text
aB, aC = alpha["B"] * BOHR**3, alpha["C"] * BOHR**3
cB, cC = like["B"] * C6_UNIT, like["C"] * C6_UNIT
print("Pair BC, one-pole rule step by step")
print(f"  numerator 2 aB aC CBB CCC: {2*aB*aC*cB*cC:.3f} eV^2 A^18")
print(f"  aB^2 CCC: {aB**2*cC:.3f} eV A^12")
print(f"  aC^2 CBB: {aC**2*cB:.3f} eV A^12")
print(f"  rule: {one_pole_rule(aB, aC, cB, cC):.4f} eV A^6")
c_bc = c6_integral(models["B"], models["C"])
print(f"  integral: {c_bc*C6_UNIT:.4f} eV A^6 = {c_bc:.3f} atomic units")
print(f"  1 atomic unit of C6: {C6_UNIT:.5f} eV A^6")

# Single-pole pair: the rule must reproduce the integral
s, t = species([5], [2]), species([20], [3])
c, cs, ct = c6_integral(s, t), c6_integral(s, s), c6_integral(t, t)
rule = one_pole_rule(static(s), static(t), cs, ct)
assert np.isclose(c, rule, rtol=1e-10)
ws, wt = s[0][0], t[0][0]
ratio = c / np.sqrt(cs * ct)
assert np.isclose(ratio, 2 * np.sqrt(ws * wt) / (ws + wt), rtol=1e-10)
print(f"One-pole pair at {ws*HARTREE:.0f} eV (f={s[1][0]:.0f}) "
      f"and {wt*HARTREE:.0f} eV (f={t[1][0]:.0f})")
print(f"  integral {c*C6_UNIT:.5f}, rule {rule*C6_UNIT:.5f} eV A^6")
print(f"  integral / geometric mean: {ratio:.4f}")

# Limits for a one-pole partner of the broad species A
for energy, sign in ((0.1, 1), (1000.0, -1)):
    t = species([energy], [1])
    exact = c6_sum(models["A"], t)
    rule = one_pole_rule(alpha["A"], static(t), like["A"], c6_sum(t, t))
    error = 100 * (rule / exact - 1)
    assert sign * error > 0
    print(f"Rule error, A with one pole at {energy:g} eV: {error:+.3f}%")

# Proportional responses give equality
w, f = models["A"]
scaled = (w, 2 * f)
equal = c6_integral(models["A"], scaled) / np.sqrt(
    like["A"] * c6_integral(scaled, scaled))
assert np.isclose(equal, 1, rtol=1e-12)
print(f"Proportional responses, C6 / geometric mean: {equal:.6f}")

# Random spectra: search for a violation of the bound
rng = np.random.default_rng(7)
trials, largest = 2000, 0.0
for _ in range(trials):
    s = species(rng.uniform(2, 80, 4), rng.uniform(0.1, 5, 4))
    t = species(rng.uniform(2, 80, 3), rng.uniform(0.1, 5, 3))
    largest = max(largest, c6_sum(s, t) / np.sqrt(c6_sum(s, s)*c6_sum(t, t)))
assert largest <= 1 + 1e-12
print(f"Largest C6 / geometric mean in {trials} random pairs: {largest:.6f}")

print("all tests passed")
```

It prints:

```
Model species: transition energies (eV), oscillator strengths
  A: 10 eV (f=1), 25 eV (f=3)
  B: 20 eV (f=1), 60 eV (f=5)
  C: 3 eV (f=1), 30 eV (f=4)
  D: 2 eV (f=1)
Static polarizability volume, like-pair C6, effective energy
  A: 1.6239 A^3, 26.6142 eV A^6, 13.456 eV
  B: 0.4267 A^3, 4.0550 eV A^6, 29.694 eV
  C: 12.6793 A^3, 388.4268 eV A^6, 3.221 eV
  D: 27.4312 A^3, 1128.7058 eV A^6, 2.000 eV
Separation in the diagonalization check: 20 A
Mixed pairs, C6 in eV A^6; deviations from the integral in %
  AB: integral 9.6923, geometric mean 10.3885 (+7.18%), rule 9.6248 (-0.70%)
  AC: integral 83.3782, geometric mean 101.6744 (+21.94%), rule 80.2779 (-3.72%)
  AD: integral 115.3788, geometric mean 173.3195 (+50.22%), rule 116.3461 (+0.84%)
  BC: integral 25.6865, geometric mean 39.6871 (+54.51%), rule 23.5853 (-8.18%)
  BD: integral 32.6585, geometric mean 67.6526 (+107.15%), rule 32.8994 (+0.74%)
  CD: integral 639.5999, geometric mean 662.1326 (+3.52%), rule 643.7599 (+0.65%)
Largest relative mismatch, diagonalization: 5.0e-06
Pair BC, one-pole rule step by step
  numerator 2 aB aC CBB CCC: 17043.301 eV^2 A^18
  aB^2 CCC: 70.724 eV A^12
  aC^2 CBB: 651.898 eV A^12
  rule: 23.5853 eV A^6
  integral: 25.6865 eV A^6 = 42.988 atomic units
  1 atomic unit of C6: 0.59753 eV A^6
One-pole pair at 5 eV (f=2) and 20 eV (f=3)
  integral 43.34230, rule 43.34230 eV A^6
  integral / geometric mean: 0.8000
Rule error, A with one pole at 0.1 eV: +0.061%
Rule error, A with one pole at 1000 eV: -9.060%
Proportional responses, C6 / geometric mean: 1.000000
Largest C6 / geometric mean in 2000 random pairs: 0.999986
all tests passed
```
